# Coverage and pressure in dissociative adsorption on independent sites

**Question**

A diatomic ideal gas A\(_2\) at pressure \(P\) is in equilibrium with a surface at the same, fixed temperature \(T\). A molecule that adsorbs splits, and each atom occupies one site:

\[
\mathrm{A_2(gas)}+2\,(\text{empty sites})\rightleftharpoons 2\,\mathrm{A(adsorbed)} .
\]

All sites are equivalent, a site holds at most one atom, and atoms on different sites do not interact. The surface is large and the atoms can spread over it. Intact molecules on the surface are neglected. The coverage \(\theta\) is the fraction of sites that are filled.

Energies are measured from a gas molecule at rest in its ground state. Adsorbing one molecule as two atoms in their ground states releases the energy \(E\), zero-point energy included. The Boltzmann constant is \(k\).

**(a) Find \(\theta\) in terms of the chemical potential \(\mu_A\) of the adsorbed atoms.**

*Answer.* Two adsorbed atoms have ground-state energy \(-E\), so each has \(-E/2\). Let \(q_s\) be the vibrational partition function of an adsorbed atom, counted from its own ground state. A site that exchanges atoms with a reservoir at chemical potential \(\mu_A\) has two statistical weights:

\[
\text{empty: }1,\qquad \text{filled: }x=q_s\,e^{E/2kT}e^{\mu_A/kT}.
\]

Because the sites are independent, the coverage is the probability that any one of them is filled:

\[
\theta=\frac{x}{1+x}.
\]

Multiplying out gives \(\theta+\theta x=x\), hence \(\theta=x(1-\theta)\) and

\[
\frac{\theta}{1-\theta}=x .
\]

**(b) Show that \(\theta/(1-\theta)=\sqrt{KP}\), and find \(K(T)\).**

*Answer.* Let \(d\xi\) molecules adsorb at fixed temperature, gas volume and number of sites. The gas loses \(d\xi\) molecules and the surface gains \(2\,d\xi\) atoms, so the free energy changes by

\[
dF=(2\mu_A-\mu_{A_2})\,d\xi .
\]

At equilibrium this vanishes for either sign of \(d\xi\), so \(\mu_A=\tfrac12\mu_{A_2}\).

For \(N\) gas molecules in volume \(V\), the partition function is \(Z_1^N/N!\), with \(Z_1=Vq_{\rm rot}q_{\rm vib}/\lambda^3\) and thermal wavelength \(\lambda=h/\sqrt{2\pi mkT}\), where \(m\) is the molecular mass. Stirling's formula gives

\[
F=-kT\,(N\ln Z_1-N\ln N+N),
\]
\[
\mu_{A_2}=\frac{\partial F}{\partial N}=-kT\ln\frac{Z_1}{N}.
\]

Substituting \(N=PV/kT\),

\[
\mu_{A_2}=kT\ln\frac{P}{P_0},\qquad
P_0=\frac{kT}{\lambda^3}\,q_{\rm rot}q_{\rm vib}.
\]

Therefore \(e^{\mu_A/kT}=e^{\mu_{A_2}/2kT}=\sqrt{P/P_0}\), and part (a) becomes

\[
\frac{\theta}{1-\theta}=q_s\,e^{E/2kT}\sqrt{\frac{P}{P_0}}=\sqrt{KP},
\qquad
K=\frac{q_s^2\,e^{E/kT}}{P_0}.
\]

The square root comes from the factor \(\tfrac12\) in \(\mu_A=\tfrac12\mu_{A_2}\): one molecule supplies two atoms that are then free of each other.

**(c) Show that the coverage initially grows as the square root of pressure. How quickly does this law lose accuracy?**

*Answer.* With \(x=\sqrt{KP}\),

\[
\theta=\frac{\sqrt{KP}}{1+\sqrt{KP}}=\sqrt{KP}-KP+\dots
\]

For \(KP\to0\) the first term dominates, so \(\theta\simeq\sqrt{KP}\). Quadrupling a very low pressure doubles the coverage.

The relation \(\sqrt{KP}=\theta/(1-\theta)\) shows that the square-root law exceeds the true coverage by the factor \(1/(1-\theta)\). It gives 0.0101 where the coverage is 0.01, 0.111 where it is 0.1, and 1 where it is 0.5.

The local exponent follows from the logarithm of the isotherm,

\[
\ln\theta-\ln(1-\theta)=\tfrac12\ln K+\tfrac12\ln P .
\]

Differentiating at fixed \(T\),

\[
\left(\frac1\theta+\frac1{1-\theta}\right)d\theta
=\frac{d\theta}{\theta(1-\theta)}=\tfrac12\,d\ln P,
\]
\[
\frac{d\ln\theta}{d\ln P}=\frac{1-\theta}{2}.
\]

The exponent is \(\tfrac12\) at zero coverage, 0.45 at \(\theta=0.1\) and 0.25 at \(\theta=0.5\). In the opposite limit, \(KP\gg1\), the empty fraction is \(1-\theta=1/(1+\sqrt{KP})\simeq1/\sqrt{KP}\): the last sites fill slowly.

**(d) By what factor must the pressure rise, at fixed temperature, to raise the coverage from 0.1 to 0.5?**

*Answer.* Squaring the isotherm gives

\[
P=\frac1K\left(\frac{\theta}{1-\theta}\right)^2 .
\]

The bracket equals \(0.1/0.9=1/9\) at the lower coverage and \(0.5/0.5=1\) at the higher. Since \(K\) cancels,

\[
\frac{P(0.5)}{P(0.1)}=\frac{1^2}{(1/9)^2}=81 .
\]

Extending the initial law would give \((0.5/0.1)^2=25\). The remaining factor, \((0.9/0.5)^2=3.24\), comes from the loss of empty sites.

**(e) Atoms arrive in pairs, so a surface fed by molecules alone holds an even number of them. Does this alter the result? What happens if the two atoms of a molecule stay locked on an isolated pair of sites?**

*Answer.* Consider a patch of \(M\) sites that exchanges molecules, but not single atoms, with its surroundings. An arrangement of \(n\) atoms contains \(n/2\) molecules, each contributing a factor \(KP=x^2\), so its weight is \(x^n\), with \(n\) even. The binomial expansions of \((1+x)^M\) and \((1-x)^M\) have equal even terms and opposite odd terms, so the sum over allowed arrangements is

\[
Z=\tfrac12\left[(1+x)^M+(1-x)^M\right].
\]

The mean number of atoms is \(x\,d\ln Z/dx\). Dividing by \(M\),

\[
\theta=x\,\frac{(1+x)^{M-1}-(1-x)^{M-1}}{(1+x)^M+(1-x)^M}.
\]

For large \(M\) at fixed \(x>0\), the powers of \(1-x\) are negligible beside those of \(1+x\), and \(\theta=x/(1+x)\) returns. At small \(x\) this requires \(Mx\gg1\), that is, many atoms on the patch. Direct summation over even \(n\) with \(M=2000\) gives a pressure ratio of 81.0000.

For a locked pair, \(M=2\), and

\[
\theta=x\,\frac{(1+x)-(1-x)}{(1+x)^2+(1-x)^2}
=\frac{2x^2}{2+2x^2}=\frac{KP}{1+KP}.
\]

Growth is then linear in pressure, and \(\theta/(1-\theta)=KP\) makes the ratio \(1/(1/9)=9\). Thus the square-root law needs atoms that can separate as well as a molecule that splits.

**(f) Derive the isotherm from rates. How long does a small departure from equilibrium last?**

*Answer.* Let the molecular flux be \(\Phi=P/\sqrt{2\pi mkT}\), the site density \(N_s\), and the sticking probability on the bare surface \(s_0\). Sticking needs two neighbouring empty sites. If the atoms are randomly placed, that probability is \((1-\theta)^2\), so the sticking probability is \(s_0(1-\theta)^2\). Desorption needs two neighbouring atoms, with probability \(\theta^2\). Each adsorbed molecule fills two sites, so

\[
\frac{d\theta}{dt}=a(1-\theta)^2-k_d\theta^2,\qquad a=\frac{2s_0\Phi}{N_s}.
\]

Here \(k_d\) is the desorption rate constant. In the steady state \([\theta/(1-\theta)]^2=a/k_d\). This is proportional to \(P\), and agreement with part (b) requires \(k_d=a/(KP)\).

Now let \(\theta\) be the equilibrium coverage and \(\delta\) a small departure from it, at fixed pressure. To first order,

\[
\frac{d\delta}{dt}=-2a\left[(1-\theta)+\frac{\theta}{KP}\right]\delta .
\]

Inserting \(1/(KP)=(1-\theta)^2/\theta^2\), the bracket becomes

\[
(1-\theta)+\frac{(1-\theta)^2}{\theta}
=\frac{(1-\theta)(\theta+1-\theta)}{\theta}
=\frac{1-\theta}{\theta}.
\]

The departure therefore decays as \(e^{-t/\tau}\), with

\[
\tau=\frac{\theta}{2a(1-\theta)}=\frac{N_s\,\theta}{4s_0\Phi(1-\theta)} .
\]

Since \(\theta/(1-\theta)\propto\sqrt P\) and \(\Phi\propto P\), \(\tau\propto1/\sqrt P\) at fixed temperature and \(s_0\). Low coverages are the slower ones to equilibrate. This \(\tau\) assumes that atoms hop between sites much faster than molecules adsorb or desorb, so that the placement stays random while the coverage recovers; slower hopping can lengthen the recovery several-fold.

**(g) Estimate the pressures for nitrogen on iron at 800 K.** Use these rough typical values: \(E=2.0\) eV per N\(_2\), three vibrations of 0.060 eV per adsorbed atom, an N\(_2\) stretch of 0.29 eV, bond length 0.110 nm, molecular mass 28.0 u, a square lattice of sites with spacing 0.29 nm, and \(s_0=10^{-6}\). Take the adsorbed atom's electronic state as non-degenerate.

*Answer.* Here \(kT=0.06894\) eV. A vibration of quantum \(h\nu\) has levels \(0,h\nu,2h\nu,\dots\) above its ground state; the geometric series gives \(1/(1-e^{-h\nu/kT})\). Thus

\[
q_s=\left(\frac1{1-e^{-0.060/0.06894}}\right)^3=5.094,
\qquad q_{\rm vib}=1.015 .
\]

The rotational factor at high temperature is \(q_{\rm rot}=kT/2B=139.7\), where \(B=\hbar^2/2I\) and \(I\) is the moment of inertia. The 2 accounts for the identical nuclei. Nuclear-spin degeneracy is the same for a molecule and for two adsorbed atoms, and is omitted from both. With \(\lambda=0.01166\) nm,

\[
P_0=\frac{0.06894\ \mathrm{eV}}{(0.01166\ \mathrm{nm})^3}(139.7)(1.015)
\approx7.4\times10^{12}\ \mathrm{Torr}.
\]

The Boltzmann factor is \(e^{E/kT}=3.976\times10^{12}\), so

\[
K=\frac{(5.094)^2(3.976\times10^{12})}{7.40\times10^{12}\ \mathrm{Torr}}
=13.9\ \mathrm{Torr}^{-1}.
\]

The two pressures are

\[
P(0.5)=\frac1K=0.0717\ \mathrm{Torr}\;(9.56\ \mathrm{Pa}),
\]
\[
P(0.1)=\frac{0.07174}{81}=8.86\times10^{-4}\ \mathrm{Torr}\;(0.118\ \mathrm{Pa}).
\]

For independent sites, a coverage of 0.9 has \(\theta/(1-\theta)=9\), so it needs another factor of 81: 5.8 Torr. Repulsion between neighbours, treated in part (h), matters most at such high coverage, so this value is not a prediction for real iron.

For the relaxation time, use \(N_s=1/b^2\), where \(b\) is the site spacing, and \(\Phi=P\lambda/h\):

\[
\tau=\frac{h}{4s_0b^2\lambda P}\,\frac{\theta}{1-\theta}.
\]

This gives about 159 s at \(\theta=0.1\) and 18 s at \(\theta=0.5\). An experiment at the lower pressure must wait several times 159 s before its coverage can be read as an equilibrium value.

**(h) Neighbouring adsorbed atoms repel with energy \(w\) on a square lattice. Estimate the new pressure ratio, and assess the model for nitrogen on iron.**

*Answer.* In mean field, an atom has on average \(4\theta\) occupied neighbours, so adding it costs an extra energy \(4\theta w\). The weight of a filled site acquires the factor \(e^{-4\theta w/kT}\), and

\[
\frac{\theta}{1-\theta}\,e^{4\theta w/kT}=\sqrt{KP}.
\]

Squaring and dividing the values at the two coverages,

\[
\frac{P(0.5)}{P(0.1)}=81\,e^{8(0.5-0.1)w/kT}=81\,e^{3.2w/kT}.
\]

For an illustrative \(w=0.020\) eV the ratio is 205. A transfer-matrix calculation, which keeps the correlations between neighbours on a long strip eight sites wide, gives 210. It gives 944 for 0.050 eV and about 13,500 for 0.100 eV, where the mean-field formula gives only 825 and about 8,400: mean field is adequate only for \(w\) well below \(kT\). The initial square-root law survives, because the repulsion factor tends to 1 as \(\theta\to0\); the factor 81 does not.

The assumed sticking probability is very small, so the surface may be far from equilibrium even when the gas pressure is steady, unless the wait is long compared with \(\tau\). Treating the sites as independent can badly distort the ratio: the illustrative repulsions raise it by factors from about 2.6 to 170. If repulsion excluded neighbouring atoms altogether, the square lattice would be full at \(\theta=0.5\), and no finite pressure would reach that coverage. The three repulsions above all lie below \(w\approx1.76\,kT\), or 0.12 eV at 800 K, beyond which the half-filled lattice orders into a checkerboard. Nitrogen on Fe(100), the iron face with this square lattice, is reported to form such an ordered c(2×2) layer near \(\theta=0.5\), so the real surface may lie closer to the exclusion limit than these examples.

Errors in temperature and binding energy also move the pressures. At fixed coverage, a temperature 10 K higher multiplies the required pressure by 1.43, and a value of \(E\) lower by 0.1 eV multiplies it by 4.3. Either change leaves the ratio at 81 if it applies equally at both coverages. If only the half-coverage measurement were 10 K too hot, the apparent ratio would be \(81\times1.43\approx116\).

Repulsion raises the half-coverage pressure itself by the factor \(e^{4w/kT}\), about 3 for \(w=0.020\) eV and 330 for 0.100 eV. The value 0.0717 Torr therefore belongs to the independent-site model with the assumed inputs; its digits are kept only to trace the arithmetic, and the pressure on real iron could differ by orders of magnitude.

Intact N\(_2\) matters little here. With a rough binding energy of 0.4 eV and five soft surface modes of 0.010 eV, there are about \(7\times10^{-8}\) intact molecules per empty site at half coverage. Contamination, surface reconstruction and nitride formation are outside the model and have not been estimated; each can change the number or the binding of the available sites. Nitrogen can also dissolve into the iron, which takes atoms from the surface and can lengthen the wait for equilibrium. The numerical output below lists the values used.

## Table of computed values

```
GENERAL RESULTS
P(0.5)/P(0.1), explicit counting: 81.0000
low-coverage growth for 4x pressure: 1.9980
local exponent at coverage 0.1: 0.4500
local exponent at coverage 0.5: 0.2500
ratio if square-root law held throughout: 25.0
locked pairs: growth for 4x pressure: 4.0000
locked pairs: P(0.5)/P(0.1): 9.0000
EXAMPLE INPUTS (rough): N2 on iron
temperature: 800 K; kT: 0.06894 eV
energy released per N2: 2.00 eV
adsorbed-atom vibration, three modes: 0.060 eV
N2 stretch: 0.29 eV
N2 mass: 28.0 u
N2 bond length: 0.110 nm
site spacing: 0.29 nm
bare-surface sticking probability: 1.0e-06
EXAMPLE RESULTS
thermal wavelength: 0.01166 nm
rotational factor kT/(2B): 139.69
N2 vibrational factor: 1.0151
adsorbed-atom factor q_s: 5.0938
Boltzmann factor exp(E/kT): 3.9760e+12
gas reference pressure P0: 7.4014e+12 Torr
equilibrium constant K: 13.939 per Torr
half-coverage pressure, level sums: 0.07177 Torr
pressure at coverage 0.01: 7.3200e-06 Torr
pressure at coverage 0.1: 8.8572e-04 Torr
pressure at coverage 0.5: 7.1743e-02 Torr
pressure at coverage 0.9: 5.8112e+00 Torr
same in Pa, coverage 0.1: 1.1809e-01 Pa
same in Pa, coverage 0.5: 9.5649e+00 Pa
square-root law where true coverage is 0.01: 0.0101
square-root law where true coverage is 0.1: 0.1111
square-root law where true coverage is 0.5: 1.0000
NEGLECTED EFFECTS
P ratio with 20 meV repulsion: 209.8
P ratio with 50 meV repulsion: 944.0
P ratio with 100 meV repulsion: 13487.8
mean-field P ratio at 20 meV: 205.0
relaxation time at coverage 0.1: 158.9 s
relaxation time at coverage 0.5: 17.7 s
pressure factor for +10 K: 1.427
pressure factor for -0.1 eV in E: 4.266
intact N2 binding: 0.4 eV; soft modes: 0.010 eV
intact N2 per empty site at half coverage: 7.3e-08
```
